\section*{Choosing the Time Step for Faceted Solid-Phase Epitaxy in a Trench}

\section{The situation and the setting}

A trench is etched into a diamond-cubic crystal and buried under amorphous material of the same element. On annealing, the crystal grows into the amorphous side from the trench floor, the side walls and the surface beside the trench. The (001) front is fast and a \{111\} front is slow. A level-set solver can follow this growth, and it needs a time step $\Delta t$.

A natural first choice is $\Delta t=h/v_{\max}$, where $h$ is the grid spacing and $v_{\max}$ the largest normal speed of the front: no plane front then advances by more than one grid spacing along its normal per step. For the explicit upwind scheme used here this step is too long. The two edges of a \{111\} facet move sideways as well as forward, and the sum of their velocity components sets the limit of the scheme. Within the purely kinetic model set up below, the same velocities tell where facets open: at the upper lips of the trench, but not at its floor corners.

\section{The growth law}

Take a two-dimensional cross-section with $x$ along $\langle110\rangle$ and $z$ along $[001]$. The trench runs along the perpendicular $\langle110\rangle$ direction, so the normals of two \{111\} families lie in the section. Let $\phi<0$ in the crystal, $\phi>0$ in the amorphous material and $\phi=0$ on the front. The unit normal $\mathbf n=\nabla\phi/|\nabla\phi|$ points into the amorphous side.

A point $\mathbf r(t)$ that stays on the front obeys $\phi(\mathbf r(t),t)=0$. Differentiation gives $\phi_t+\dot{\mathbf r}\cdot\nabla\phi=0$. Since $\dot{\mathbf r}\cdot\mathbf n=v(\mathbf n)$,
\begin{equation}
\phi_t+H(\nabla\phi)=0,\qquad H(\mathbf p)=|\mathbf p|\,v(\mathbf p/|\mathbf p|).
\label{eq:hj}
\end{equation}
Curvature, stress, defects and random nucleation are left out. Each facet speed is a constant ratio times $v_0e^{-E/T}$, with $T$ in energy units ($k_B=1$).

Write $A=v_{001}$, $C=v_{110}$, $s=\sqrt{2/3}$ and $c=\sqrt{1/3}$, so that $\mathbf n_{111}=(s,c)$. Between neighbouring facets the model takes $H$ to be linear in $\mathbf p$. By symmetry it is enough to use $a=|p_x|$ and $b=|p_z|$.

Between (001) and (111), set $(a,b)=\alpha(s,c)+\beta(0,1)$. The components give $\alpha=a/s$ and $\beta=b-ca/s$. Hence
\begin{equation}
H=\alpha v_{111}+\beta A=Ab-Ba,\qquad B=\frac{cA-v_{111}}{s}.
\end{equation}
Between (111) and (110), set $(a,b)=\alpha(s,c)+\beta(1,0)$. Now $\alpha=b/c$ and $\beta=a-sb/c$, so
\begin{equation}
H=\alpha v_{111}+\beta C=Ca-Db,\qquad D=\frac{sC-v_{111}}{c}.
\end{equation}
I assume slow \{111\} growth in the sense $v_{111}<cA$ and $v_{111}<sC$, which makes $B$ and $D$ positive.

The first expression minus the second is $(A+D)b-(B+C)a$. From the definitions,
\begin{equation}
s(B+C)=cA+sC-v_{111}=c(A+D).
\label{eq:ratio}
\end{equation}
The difference is therefore non-negative when $b/a\ge c/s$, which is just the sector where the first expression applies. Both sectors are covered by
\begin{equation}
H=\max\bigl(A|p_z|-B|p_x|,\;C|p_x|-D|p_z|\bigr).
\label{eq:H}
\end{equation}

\section{Edges can outrun the front}

Let $\mathbf p=r(\sin\theta,\cos\theta)$, with $\theta$ measured from $[001]$, and let $\mathbf e_\theta=(\cos\theta,-\sin\theta)$. Then $H=r\,v(\theta)$. Its radial derivative is $v$ and its angular derivative divided by $r$ is $v'$, so away from kinks
\begin{equation}
\boldsymbol\xi\equiv\frac{\partial H}{\partial\mathbf p}=v\,\mathbf n+v'\mathbf e_\theta,
\qquad |\boldsymbol\xi|^2=v^2+v'^2 .
\end{equation}
This velocity has normal component $v$, but its length exceeds $v$ wherever the speed depends on orientation.

For positive $p_x,p_z$ the two branches of \eqref{eq:H} give
\begin{equation}
\boldsymbol\xi_1=(-B,A),\qquad \boldsymbol\xi_2=(C,-D).
\end{equation}
They are edge velocities. Planes starting from a common corner at the origin obey $z=At$, $x=Ct$ and $sx+cz=v_{111}t$. The first and third meet at $x=(v_{111}-cA)t/s=-Bt$; the second and third meet at $z=(v_{111}-sC)t/c=-Dt$. Thus $\boldsymbol\xi_1$ carries the upper edge of the facet and $\boldsymbol\xi_2$ the lower one.

\section{Which trench corners form facets}

Equation \eqref{eq:hj} needs a rule at corners, where $\nabla\phi$ jumps. The physical rule is that if one crystal initially lies inside another, it stays inside. The viscosity solution has this ordering property: a function with $w_t+H(\nabla w)\ge0$ that starts above $\phi$ stays above it, and one with the opposite sign that starts below stays below. At kinks the inequalities are meant in the viscosity sense.

\subsection{The lip}

Put the left lip at the origin, with crystal in $x<0,\ z<0$, so $\phi_0=\max(x,z)$. The functions $x$, $z$ and $(sx+cz)/(s+c)$ are all at or below $\phi_0$, the last because it is a weighted mean. Each moves as a plane. Ordering gives the lower bound
\begin{equation}
\phi\ge\max\left(x-Ct,\;z-At,\;\frac{sx+cz-v_{111}t}{s+c}\right).
\label{eq:lip}
\end{equation}

For an upper bound, carry $\phi_0$ rigidly with $\boldsymbol\xi_1$ for a time $\tau$ and with $\boldsymbol\xi_2$ for $t-\tau$. The carried function $w$ never decreases with $x$ or $z$, so its gradients lie in the positive quadrant. There $\boldsymbol\xi_k\cdot\nabla w\le H(\nabla w)$, because $H$ is the larger branch. Hence $w_t=-\boldsymbol\xi_k\cdot\nabla w\ge-H(\nabla w)$, and $w$ stays above $\phi$:
\begin{equation}
\phi\le\min_{0\le\tau\le t}\max(X,Z),\qquad
\begin{aligned}
X&=x+B\tau-C(t-\tau),\\
Z&=z-A\tau+D(t-\tau).
\end{aligned}
\end{equation}
$X$ rises with $\tau$ and $Z$ falls. If $X\ge Z$ already at $\tau=0$, the minimum is $x-Ct$. If $Z\ge X$ still at $\tau=t$, it is $z-At$. Otherwise it lies at $X=Z$. The definitions of $B$ and $D$ give $-sB+cA=v_{111}$ and $sC-cD=v_{111}$, so $sX+cZ=sx+cz-v_{111}t$ for every $\tau$. The common value is then the third entry of \eqref{eq:lip}. In each case the upper bound is one of the entries of the lower bound, so \eqref{eq:lip} holds with equality.

The lip therefore opens a \{111\} facet. The vector from its lower to its upper edge is $(-(B+C),A+D)t$, which by \eqref{eq:ratio} is parallel to $(-c,s)$. Its length is
\begin{equation}
\ell=\frac{(A+D)t}{s}.
\label{eq:length}
\end{equation}

\subsection{The floor corner}

At a floor corner the crystal fills $x<0$ or $z<0$, so $\phi_0=\min(x,z)$. The planes $x$ and $z$ start at or above $\phi_0$, so $\phi\le\min(x-Ct,z-At)$. In the positive quadrant both branches of \eqref{eq:H} are at most $Cp_x+Ap_z$. The function $w=\phi_0(x-Ct,z-At)$ thus satisfies $w_t=-(C,A)\cdot\nabla w\le-H(\nabla w)$ and stays below $\phi$. The two bounds coincide:
\begin{equation}
\phi=\min(x-Ct,z-At).
\end{equation}
The corner stays sharp. At the convex lip the crystal is the region behind all three planes, so the slow plane cuts off the corner. At the re-entrant corner the crystal is the region behind either fast plane, and this region covers the slow plane.

\subsection{When floor and facet meet}

For trench depth $d$, with the original surface at $z=0$, the floor is at $-d+At$ and the lower facet edge at $-Dt$. They meet at
\begin{equation}
t_*=\frac{d}{A+D}.
\end{equation}
This requires a trench wide enough that its walls have not met, $W>2Ct_*$. Afterwards the floor cuts the facet plane where $sx+c(-d+At)=v_{111}t$, or $x=-Bt+cd/s$. This edge also moves with $\boldsymbol\xi_1$. All gradients between those of the floor and the facet lie in the same linear branch, so the step translates without change of shape.

The facet now spans the fixed height $d$ and has length $d/s$. Floor and outer surface rise at the same speed, so the depression does not fill. It widens by $B$ per unit time on each side, until it meets a neighbouring depression or the amorphous layer is used up.

\section{The upwind scheme and its limit}

Let $p^-$ and $p^+$ be the backward and forward differences in $x$. An upwind form replaces $|p_x|$ by $\max(p^-,-p^+,0)$ where its coefficient is positive, and $-|p_x|$ by $\min(p^-,-p^+,0)$ where it is negative; $z$ is treated alike. For equal one-sided differences these reduce to $|p_x|$ and $-|p_x|$.

Let $m_x$ and $M_x$ be the smallest and largest of $\phi$ at a site and its two $x$ neighbours, and define $m_z,M_z$ similarly. Since $p^-=(\phi_i-\phi_{i-1})/h$ and $-p^+=(\phi_i-\phi_{i+1})/h$, the replacements are $(\phi-m_x)/h$ and $(\phi-M_x)/h$. Subtracting the larger branch means keeping the smaller result. With $k=\Delta t/h$, one step is
\begin{equation}
\begin{aligned}
\phi^{\rm new}=\min\bigl\{&[1-k(A+B)]\phi+kA\,m_z+kB\,M_x,\\
&[1-k(C+D)]\phi+kC\,m_x+kD\,M_z\bigr\}.
\end{aligned}
\label{eq:update}
\end{equation}
If both square brackets are non-negative, raising any old value cannot lower a new one. The scheme is then monotone and keeps crystals nested, as the differential equation does. The condition is
\begin{equation}
\boxed{\;\Delta t\le\frac{h}{S},\qquad S=\max(A+B,\;C+D).\;}
\label{eq:cfl}
\end{equation}
$S$ is the larger of the sums of the absolute grid components of $\boldsymbol\xi_1$ and $\boldsymbol\xi_2$, the velocities of the two edges of the \{111\} facet. The sharp floor corner moves with $(C,A)$, which is not a gradient of $H$ and does not enter the limit, even when $A+C$ exceeds $S$ (for $C=0.5A$ and $v_{111}=0.3A$, $A+C=1.5A$ while $S=1.34A$). A standard theorem, used here without proof, says that consistent, stable and monotone schemes converge to the viscosity solution.

The limit is sharp. Take a plane front tilted within the sector of the branch that gives $S$, and add a small checkerboard disturbance $\varepsilon(-1)^{i+j}$. In \eqref{eq:update} the selected neighbours carry $-\varepsilon$, so
\begin{equation}
\varepsilon^{\rm new}=(1-kS)\varepsilon-kS\varepsilon=(1-2kS)\varepsilon .
\end{equation}
Its size does not grow if and only if $kS\le1$.

\subsection{Why bounded values are not enough}

Write the first line of \eqref{eq:update} as $\phi-kA(\phi-m_z)+kB(M_x-\phi)$. The second term lowers $\phi$, by no more than $\phi-m_z$ if $kA\le1$. The third raises it, by no more than $M_x-\phi$ if $kB\le1$. The result stays between $m_z$ and $M_x$. The second line behaves in the same way if $kC,kD\le1$.

When $A$ is the largest of the four speeds, the naive step $h/A$ therefore creates no new extreme values of $\phi$, although it violates \eqref{eq:cfl} and amplifies small disturbances on fronts tilted between (001) and (111). A run that stays finite and within its initial range has not shown that its time step is sound.

\section{A worked trench}

The model parameters are round values: $E=2.5$ eV, $v_0=5\times10^{15}$ \AA/s, temperature 800 K and speed ratios $1:0.5:0.05$ for (001), (110) and (111). With $T=0.06894$ eV, $A=v_0e^{-E/T}=0.8906$ \AA/s, $C=0.4453$ \AA/s and $v_{111}=0.0445$ \AA/s. Then
\begin{align}
B&=\frac{0.5774\times0.8906-0.0445}{0.8165}=0.575\ \text{\AA/s},\\
D&=\frac{0.8165\times0.4453-0.0445}{0.5774}=0.553\ \text{\AA/s}.
\end{align}
The upper facet edge moves at $\sqrt{A^2+B^2}=1.060$ \AA/s, 19\% faster than the fastest plane front. The sums are $A+B=1.466$ and $C+D=0.998$ \AA/s, so $S=1.466$ \AA/s. For $h=2.5$ \AA,
\begin{equation}
\Delta t\le\frac{2.5}{1.466}=1.71\ \text{s}\quad(7.05\times10^{16}\ \text{atomic units}),
\end{equation}
whereas $h/A=2.81$ s is too long by a factor of 1.65.

The trench is 1200 \AA\ wide and 400 \AA\ deep. Floor and facet meet at $400/(0.8906+0.5526)=277$ s. By then the walls have advanced $2\times0.4453\times277=247$ \AA\ in total, well short of closing the trench. The facet lengths are
\begin{align}
\ell(180\ \text{s})&=\frac{(0.8906+0.5526)\times180}{0.8165}=318\ \text{\AA}\quad(601\ \text{bohr}),\\
\ell(450\ \text{s})&=\frac{400}{0.8165}=490\ \text{\AA}\quad(926\ \text{bohr}).
\end{align}
The solver, run at 0.9 of the limit with $h=2.5$ \AA, gives 322 and 490 \AA. The first is 1.2\% above the formula, an excess of about one and a half cells whose cause was not isolated. The measured facet angle at 180 s is $54.74^\circ$ from (001), as it should be. At the floor corner the length counted as \{111\} is 3.5 \AA\ for $h=5$ \AA\ and 1.8 \AA\ for $h=2.5$ \AA. It shrinks with the grid, as expected of a numerical remnant.

\subsection{What the naive step does}

A plane tilted by $20^\circ$ from (001) was given noise of order $10^{-7}$ \AA\ on a 5 \AA\ grid. At the limit \eqref{eq:cfl} the noise range fell to 0.27 of its start after 400 steps. At the naive step it grew by $4.6\times10^6$ in 20 steps. In this test the program took $v_{\max}$ from sampled angles that miss (001) itself, which gave 0.8901 instead of 0.8906 \AA/s. Its naive step is therefore 0.06\% longer than $h/A$, and $kS=1.647$. The checkerboard factor has size $|1-2\times1.647|=2.29$ per step, or about $1.6\times10^7$ in 20 steps; no other pattern grows faster, so the noise as a whole grows somewhat less. Only a very small part of it is an exact checkerboard. Most of the observed growth comes from the many patterns close to the checkerboard, which are amplified almost as strongly. After 400 naive steps the range of the deviation from the plane was 132 \AA, and the mean speed over the run was 0.799 instead of 0.640 \AA/s, an error of 25\%.

In the trench, with $h=5$ \AA, fitting whole steps into each time interval made the naive step 2 to 3\% shorter than $h/A$. The run kept $|\phi|$ at its initial bound of 200 \AA. Its mean error in $\phi$ at 450 s was nevertheless 48 \AA, against 0.57 \AA\ at 0.9 of the limit. These are averages over points where the analytic $|\phi|$ is below 40 \AA. On the \{111\} facet $|\nabla\phi|=1/(s+c)=0.72$, so a small error in $\phi$ there corresponds to a displacement 1.4 times as large.

\section{Choosing the grid}

A stable step does not remove smearing. For transport at speed $u$, the expansion $\phi(x-h)=\phi-h\phi_x+h^2\phi_{xx}/2$ gives
\begin{equation}
u\frac{\phi(x)-\phi(x-h)}{h}\simeq u\phi_x-\frac{uh}{2}\phi_{xx}.
\end{equation}
The last term acts as a diffusion with coefficient $uh/2$. The forward time difference contains the extra term $\phi_{tt}\Delta t/2\simeq u^2\phi_{xx}\Delta t/2$, which lowers the coefficient to $uh(1-uk)/2$, with $k=\Delta t/h$ as before. For fixed $uk<1$ an edge is rounded over a width of order $\sqrt{uh(1-uk)t}$. This is about $\sqrt{uht}$ for short steps and less for longer ones. Within one linear branch all orientations share the same $\boldsymbol\xi$, so nothing sharpens the edge again. The largest error is the slope jump times this width, of order $\sqrt h$. It occupies a region of the same width, so the mean error is of order $h$.

At 180 s, halving $h$ from 5 to 2.5 \AA\ lowers the mean error from 0.40 to 0.20 \AA\ and the largest from 3.6 to 2.4 \AA. The observed orders are 1.00 and 0.59, close to the estimates 1 and $1/2$.

\section{Guidance}

\begin{itemize}
\item Compute $S$ from the facet-edge velocities $\boldsymbol\xi_1$ and $\boldsymbol\xi_2$ and set $\Delta t=fh/S$ with $f\le1$. The value $f=0.9$ served here.
\item For unequal spacings, repeating the step to \eqref{eq:update} gives
\begin{equation}
\Delta t\,\max\left(\frac{B}{h_x}+\frac{A}{h_z},\;\frac{C}{h_x}+\frac{D}{h_z}\right)\le1 .
\end{equation}
\item If $v_{111}$ is poorly known, use its zero limit. Then $B\to cA/s=A/\sqrt2$ and $D\to sC/c=\sqrt2\,C$. These are the largest values $B$ and $D$ can take, so $\Delta t\le h/\max(1.71A,\,2.42C)$ is safe throughout the slow-\{111\} regime.
\item Update $\Delta t$ when the temperature changes. With a common Arrhenius factor, $S/A$ is fixed, and growing a thickness $L$ of (001) material takes about $(S/A)L/(fh)$ steps at any temperature. Here $1.646\times401/(0.9\times2.5)=293$; the run took 294 after rounding up to whole steps.
\item Choose $h$ from the edge width that can be tolerated. For short steps $\sqrt{Sht}$ gives its order of magnitude, not a strict bound. Halving $h$ doubles the number of steps and quadruples the number of cells, so the work rises eightfold.
\item If $v_{111}$ exceeds $cA$ or $sC$, then $B$ or $D$ changes sign. The upwind choice for that term must change too, and its absolute value enters $S$. Equation \eqref{eq:H} itself holds only for $v_{111}\le cA+sC$; beyond that, \eqref{eq:ratio} makes $A+D$ and $B+C$ negative, and the maximum becomes a minimum. If separate activation energies change the speed ratios, check this at each temperature.
\end{itemize}

These rules concern the kinetic model \eqref{eq:hj} and the upwind scheme \eqref{eq:update}; other schemes can have other step limits. An oxide side wall, stress-dependent growth or defects formed on \{111\} facets can alter the front in ways that no choice of $\Delta t$ will reveal. In particular, the sharp floor corner is a result of this model: in patterned regrowth of silicon, notches and defects are observed at such re-entrant corners, and a speed that depends on orientation alone, as in \eqref{eq:H}, does not produce them. The numerical output lists the speeds, limits and errors used above.

\section*{Computed values}
\begin{verbatim}
activation energy 2.50 eV, kT 0.06894 eV
prefactor 5.0e+15 angstrom/s, temperature 800 K
v001, v110, v111: 0.8906 0.4453 0.0445 angstrom/s
A, B, C, D: 0.8906 0.5752 0.4453 0.5526 angstrom/s
angle of {111} from (001): 54.736 degrees
largest normal speed: 0.8901 angstrom/s
speed of upper facet edge: 1.0602 angstrom/s
speed of lower facet edge: 0.7097 angstrom/s
S = max(A+B, C+D): 1.4657 angstrom/s; from v(theta): 1.4657
S / largest normal speed: 1.6468
time-step limit h/S at h = 2.5 angstrom: 1.7056 s = 7.0513e+16 atomic units
naive step h/v001 at h = 2.5 angstrom: 2.8072 s
site response at dt S/h = 0.98, 1.02: 0.0200 -0.0200
site response at naive step: -0.6468
vicinal plane: tilt 20 degrees, h = 5.0 angstrom, speed 0.64013 angstrom/s
noise ratio after 400 steps at the limit: 0.2653
noise ratio after 20 naive steps: 4.647e+06
roughness after 400 naive steps: 131.807 angstrom
plane speed, limit and naive: 0.64013 0.79853 angstrom/s
trench width, depth: 1200 400 angstrom
times: 180 450 s; floor meets facet at 277.17 s
h = 10.0 angstrom, 74 steps, mean/max error: 0.806/5.537 at t1, 1.143/7.249 at t2 angstrom
h =  5.0 angstrom, 147 steps, mean/max error: 0.399/3.604 at t1, 0.572/4.739 at t2 angstrom
h =  2.5 angstrom, 294 steps, mean/max error: 0.200/2.402 at t1, 0.288/3.200 at t2 angstrom
observed order at t1, mean and max error: 1.00 0.59
facet angle measured at t1: 54.736 degrees
facet length t1, solver and formula: 321.97 318.15 angstrom
facet length t2, solver and formula: 489.63 489.90 angstrom
formula lengths in bohr: 601.22 925.77
spurious facet at floor corner, h = 5.0 and 2.5: 3.54 1.77 angstrom
naive trench run, h = 5.0, 82 steps: max |phi| 200.000 angstrom (start 200)
naive trench run, mean/max error at t2: 47.576/146.204 angstrom
\end{verbatim}
